# The small-q part of the GW gap and its mesh error: test program

```python
# Result under test: in a cubic 3D insulator the region |q| < q0 adds
# 2*q0/(pi*eps_inf) to the GW gap. Omitting the q=0 head on a mesh of Nk
# points makes the gap too small by c/(eps_inf*L) + O(1/Nk), where
# L = (Nk*cell volume)**(1/3) and c is a constant of the lattice.
# The equal-volume sphere supplies only part of c.
# Hartree atomic units; v = 4*pi/q^2 is the bare Coulomb interaction;
# d = E - e_m is the evaluation energy minus the pole energy of G.
import numpy as np
from scipy.integrate import quad
from scipy.special import erfc
from scipy.constants import physical_constants

pi = np.pi
hartree_ev = physical_constants["Hartree energy in eV"][0]
eps_inf = 10.0

# ---- 1. Frequency integral with a two-oscillator dielectric function ----
strength = np.array([6.0, 3.0])
osc = np.array([0.15, 0.40])


def eps_of_square(x):
    """Dielectric function at squared frequency x (negative: imaginary axis)."""
    x = np.asarray(x, dtype=float)
    return 1 + sum(f * w**2 / (w**2 - x) for f, w in zip(strength, osc))


def axis_integral(d):
    """-(1/pi) int_0^inf dw (W_c(iw)/v) d/(d^2+w^2), on a logarithmic grid."""
    t = np.linspace(np.log(abs(d)) - 35, 20, 20001)
    w = np.exp(t)
    y = (1 / eps_of_square(-w**2) - 1) * d * w / (d**2 + w**2)
    return -np.sum(y) * (t[1] - t[0]) / pi


w1, w2 = osc**2
f1, f2 = strength
poly = np.polymul([-1, w1], [-1, w2])
poly = np.polyadd(poly, f1 * w1 * np.array([-1, w2]))
poly = np.polyadd(poly, f2 * w2 * np.array([-1, w1]))
pole_sq = np.roots(poly).real
pole = np.sqrt(pole_sq)
residue = np.array([1 / np.sum(strength * osc**2 / (osc**2 - x)**2)
                    for x in pole_sq])


def pole_sum(d, occupied):
    """Correlation self-energy over v, from the real-frequency poles of W."""
    sign = 1 if occupied else -1
    return np.sum(residue / (2 * pole) / (d + sign * pole))


assert abs(eps_of_square(0.0) - eps_inf) < 1e-12
assert abs(axis_integral(0.05) - pole_sum(0.05, True)) < 1e-7
assert abs(axis_integral(-0.05) - pole_sum(-0.05, False)) < 1e-7
# occupied pole above E: the contour also picks up a residue
crossed = axis_integral(-0.02) - (1 / eps_of_square(0.02**2) - 1)
assert abs(crossed - pole_sum(-0.02, True)) < 1e-7
head_occ = -1 + axis_integral(1e-6)
head_emp = axis_integral(-1e-6)
assert abs(head_occ + 0.5 * (1 + 1 / eps_inf)) < 1e-4
assert abs(head_emp + 0.5 * (1 - 1 / eps_inf)) < 1e-4
assert abs(head_emp - head_occ - 1 / eps_inf) < 1e-4


# linear band terms cancel between q and -q, leaving a quadratic remainder
def paired_deviation(d):
    mean = 0.5 * (pole_sum(d, False) + pole_sum(-d, False))
    return mean + 0.5 * (1 - 1 / eps_inf)


pair_ratio = paired_deviation(0.02) / paired_deviation(0.01)
assert abs(pair_ratio - 4) < 0.1

# ---- 2. Dynamical two-band model and its integral over a small sphere ----
a_lat = 11.0
omega_cell = a_lat**3 / 4
gap0, mass_c, mass_v = 0.05, 0.2, 0.5
pole0, q_screen, b_len = 0.6, 1.0, 1.5


def gap_integrand(q2):
    """Sigma_c - Sigma_v per d^3q/(2 pi)^3, both at their band edges."""
    amp = (1 - 1 / eps_inf) / (1 + q2 / q_screen**2)
    om = pole0 + q2 / 2
    intra = np.exp(-b_len**2 * q2)
    inter = 0.5 * b_len**2 * q2 * intra
    kc, kv = q2 / (2 * mass_c), q2 / (2 * mass_v)

    def occ(d):
        return -1 + 0.5 * amp * om / (d + om)

    def emp(d):
        return 0.5 * amp * om / (d - om)

    sig_c = intra * emp(-kc) + inter * occ(gap0 + kv)
    sig_v = intra * occ(kv) + inter * emp(-gap0 - kc)
    return 4 * pi / q2 * (sig_c - sig_v)


def radial_integral(q_max):
    return quad(lambda q: q * q * gap_integrand(q * q) / (2 * pi**2),
                0, q_max, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


sphere_test = []
for q0 in (0.02, 0.01):
    value, law = radial_integral(q0), 2 * q0 / (pi * eps_inf)
    sphere_test.append((q0, value, law, value / law - 1))
assert abs(sphere_test[1][3]) < 0.005
assert abs(sphere_test[0][3] / sphere_test[1][3] - 4) < 0.1

# ---- 3. Lattice constant c for an fcc supercell, by Ewald summation ----
r = np.arange(-8, 9)
I, J, K = np.meshgrid(r, r, r, indexing="ij")
nonzero = (I**2 + J**2 + K**2) > 0
n2 = I**2 + J**2 + K**2
R = 0.5 * np.sqrt(n2[nonzero & ((I + J + K) % 2 == 0)])
same = ((I - J) % 2 == 0) & ((J - K) % 2 == 0)
G2 = (2 * pi)**2 * n2[nonzero & same]


def lattice_constant(beta):
    vol = 0.25
    xi = (1 / np.sqrt(pi * beta) + 4 * pi * beta / vol
          - 4 * pi / vol * np.sum(np.exp(-beta * G2) / G2)
          - np.sum(erfc(R / (2 * np.sqrt(beta))) / R))
    return xi * vol**(1 / 3)


c_lat = lattice_constant(0.02)
assert abs(c_lat - lattice_constant(0.03)) < 1e-9
c_sphere = 2 / pi * (6 * pi**2)**(1 / 3)

# ---- 4. Split of c: central mesh cell and sampling error of the others ----
# The mesh is body-centred cubic; its cubic edge is set to 1 here.
vol = 16 * pi**3
length = vol**(1 / 3)
z = (np.arange(600) + 0.5) / 600
Z, PHI = np.meshgrid(z, z * pi / 2, indexing="ij")
s = np.sqrt(1 - Z**2)
X, Y = s * np.cos(PHI), s * np.sin(PHI)
edge = np.minimum(0.5 / np.maximum(np.maximum(X, Y), Z), 0.75 / (X + Y + Z))
c_cell = 2 / pi * np.mean(edge) * length

corner = np.stack([I, J, K], axis=-1).reshape(-1, 3).astype(float)
pts = np.vstack([corner, corner + 0.5])
p2 = np.sum(pts**2, axis=1)
r_cut = 7.9
pts = pts[(p2 > 0) & (p2 < r_cut**2)]
h = (np.arange(16) + 0.5) / 32
P = np.stack(np.meshgrid(h, h, h, indexing="ij"), axis=-1).reshape(-1, 3)
P = P[P.sum(axis=1) < 0.75]
cell_mean = np.mean([np.sum(1 / np.sum((pts + p)**2, axis=1)) for p in P])
tail = np.mean(np.sum(P**2, axis=1)) / 3 * 2 * 4 * pi / r_cut
excess = cell_mean - np.sum(1 / np.sum(pts**2, axis=1)) + tail
c_others = 4 * pi * length / vol * excess
assert c_others > 0 and c_cell < c_sphere < c_lat
# tolerance: finite sub-mesh in each cell and continuum tail
assert abs(c_cell + c_others - c_lat) < 0.01

# ---- 5. Punctured mesh sums of the full model against its integral ----
q_far = 4.0


def punctured_sum(n):
    unit = 2 * pi / (a_lat * n)
    m = int(np.ceil(q_far / (2 * unit))) + 1
    total = 0.0
    for shift in (0, 1):
        x = (2 * np.arange(m) + shift) * unit
        w = np.full(m, 2.0)
        if shift == 0:
            w[0] = 1.0
        q2 = (x**2)[:, None, None] + (x**2)[None, :, None] + (x**2)
        wt = w[:, None, None] * w[None, :, None] * w
        if shift == 0:
            q2[0, 0, 0] = 1.0
            wt[0, 0, 0] = 0.0
        total += np.sum(wt * gap_integrand(q2))
    return total / (n**3 * omega_cell)


full = radial_integral(q_far)
q_small2 = 1e-6
g0 = gap_integrand(q_small2) - 4 * pi / (eps_inf * q_small2)
rows = []
for n in (4, 8, 16, 32):
    V = n**3 * omega_cell
    L = V**(1 / 3)
    err = full - punctured_sum(n)
    q0 = (6 * pi**2 / V)**(1 / 3)
    sphere = 2 * q0 / (pi * eps_inf)
    lattice = c_lat / (eps_inf * L)
    assert abs(err / (lattice + g0 / V) - 1) < 1e-3
    rows.append((n, q0, err, sphere, err - sphere, err - lattice))


def exponent(col):
    return np.log(rows[3][col] / rows[2][col]) / np.log(8)


assert abs(exponent(2) + 1 / 3) < 0.01
assert abs(exponent(4) + 1 / 3) < 0.05   # 1/Nk term still visible here
assert abs(exponent(5) + 1) < 0.01

# ---- Output ----
print(f"eps_inf = {eps_inf:.1f}; fcc a = {a_lat:.1f} bohr; "
      f"cell volume = {omega_cell:.2f} bohr^3")
print(f"model: gap {gap0} Ha, masses c {mass_c}, v {mass_v} m_e, "
      f"pole {pole0} Ha")
print(f"model: screening wavevector {q_screen} 1/bohr, "
      f"overlap length {b_len} bohr")
print(f"two-oscillator test: strengths {f1}, {f2}; "
      f"energies {osc[0]}, {osc[1]} Ha")
print(f"head of Sigma/v, occupied state: {head_occ:.4f}")
print(f"head of Sigma/v, empty state:    {head_emp:.4f}")
print(f"empty minus occupied:            {head_emp - head_occ:.4f}")
print(f"paired +-d deviation, ratio on doubling d: {pair_ratio:.3f}")
print("sphere: q0 (1/bohr), integral (Ha), 2q0/(pi eps) (Ha), rel. dev.")
for q0, value, law, dev in sphere_test:
    print(f"  {q0:.3f}  {value:.7f}  {law:.7f}  {dev:.5f}")
print(f"c, full fcc lattice constant:      {c_lat:.5f}")
print(f"c_s, equal-volume sphere:          {c_sphere:.5f}")
print(f"sphere share c_s/c:                {c_sphere / c_lat:.4f}")
print(f"c from true central cell:          {c_cell:.4f}")
print(f"c from sampling of other cells:    {c_others:.4f}")
print(f"sum of these two:                  {c_cell + c_others:.4f}")
print(f"converged gap integral of model:   {full:.6f} Ha")
print(f"g0, constant term of integrand:    {g0:.3f} Ha bohr^3")
print("mesh n, Nk, q0 (1/bohr), then in mHa: error, sphere term,")
print("  left after sphere term, left after full lattice term")
for n, q0, err, sph, left_s, left_l in rows:
    print(f"  {n:2d} {n**3:6d} {q0:.5f} {1e3 * err:.4f} {1e3 * sph:.4f} "
          f"{1e3 * left_s:.4f} {1e3 * left_l:.4f}")
print(f"n=8 error in eV: {rows[1][2] * hartree_ev:.4f}; "
      f"sphere term in eV: {rows[1][3] * hartree_ev:.4f}")
print("exponents of Nk between n=16 and n=32:")
print(f"  head omitted:            {exponent(2):.4f}")
print(f"  sphere term added:       {exponent(4):.4f}")
print(f"  full lattice term added: {exponent(5):.4f}")
print("every check passed")
```

Output:

```
eps_inf = 10.0; fcc a = 11.0 bohr; cell volume = 332.75 bohr^3
model: gap 0.05 Ha, masses c 0.2, v 0.5 m_e, pole 0.6 Ha
model: screening wavevector 1.0 1/bohr, overlap length 1.5 bohr
two-oscillator test: strengths 6.0, 3.0; energies 0.15, 0.4 Ha
head of Sigma/v, occupied state: -0.5500
head of Sigma/v, empty state:    -0.4500
empty minus occupied:            0.1000
paired +-d deviation, ratio on doubling d: 4.016
sphere: q0 (1/bohr), integral (Ha), 2q0/(pi eps) (Ha), rel. dev.
  0.020  0.0012785  0.0012732  0.00414
  0.010  0.0006373  0.0006366  0.00104
c, full fcc lattice constant:      2.88828
c_s, equal-volume sphere:          2.48140
sphere share c_s/c:                0.8591
c from true central cell:          2.4710
c from sampling of other cells:    0.4168
sum of these two:                  2.8878
converged gap integral of model:   0.082271 Ha
g0, constant term of integrand:    39.076 Ha bohr^3
mesh n, Nk, q0 (1/bohr), then in mHa: error, sphere term,
  left after sphere term, left after full lattice term
   4     64 0.14062 12.2548 8.9522 3.3025 1.8346
   8    512 0.07031 5.4394 4.4761 0.9633 0.2294
  16   4096 0.03516 2.6337 2.2381 0.3956 0.0287
  32  32768 0.01758 1.3061 1.1190 0.1871 0.0036
n=8 error in eV: 0.1480; sphere term in eV: 0.1218
exponents of Nk between n=16 and n=32:
  head omitted:            -0.3373
  sphere term added:       -0.3602
  full lattice term added: -1.0000
every check passed
```
